# Saturation velocity from momentum and energy exchange with one optical-phonon mode: a numerical check

```python
"""
Saturation velocity of electrons that exchange energy with one optical mode.

Result under test:
    v_s = sqrt((hbar*omega/m) * tanh(hbar*omega/(2 k T)))
For strictly constant rates this velocity belongs to one critical field
    F_c = W*sqrt(m*hbar*omega*(2N+1))/e,
above which electrons run away.  For rates growing as E**s the velocity
saturates at C(s)*v_s, with C -> 1 as s -> 0.

Symbols: m mass, hbar*omega phonon energy, T lattice temperature,
N Bose occupation, W coupling rate (absorption N*W, emission (N+1)*W),
E electron energy, F field, s exponent of the rate.
Reduced units in the simulation: m = hbar*omega = W = 1, force = e*F.
The simulation follows flights and collisions and uses no derived formula.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

rng = np.random.default_rng(12345)


def bose(reduced_temperature):
    """Phonon occupation; argument is kT/(hbar*omega)."""
    return 1.0 / np.expm1(1.0 / reduced_temperature)


def simulate(force, occ, s=0.0, final_state=False, alpha=0.0, elastic=0.0,
             cap=1.0, start=1.0, particles=4000, events=4000, burn=1000,
             levels=()):
    """Ensemble Monte Carlo with a constant total rate (null collisions).

    final_state: rates follow the density of states at the final energy.
    alpha: non-parabolicity, E(1+alpha*E) = p^2/2.
    elastic: elastic rate divided by (2N+1)*w(E).
    cap: energy up to which the constant total rate covers all processes.
    """
    def w(energy):
        if s == 0.0:
            return np.ones_like(energy)
        if alpha == 0.0:
            return np.sqrt(energy) if s == 0.5 else energy**s
        return (energy * (1 + alpha * energy))**s * (1 + 2 * alpha * energy)

    hop = 1.0 if final_state else 0.0
    total_rate = (2 * occ + 1) * (1 + elastic) * float(
        w(np.array([cap + hop]))[0])
    p2 = 2 * start * (1 + alpha * start)
    cosine = rng.uniform(-1, 1, particles)
    px = np.sqrt(p2) * cosine
    pt2 = p2 * (1 - cosine**2)
    v_sum = np.zeros(particles)
    low_count = low_v = e_sum = 0.0
    clipped = 0
    above = np.zeros(len(levels))
    trace = np.zeros(events)
    for k in range(events):
        px = px + force * rng.standard_exponential(particles) / total_rate
        half_p2 = 0.5 * (px * px + pt2)
        if alpha == 0.0:
            energy, vx = half_p2, px
        else:
            energy = 2 * half_p2 / (1 + np.sqrt(1 + 4 * alpha * half_p2))
            vx = px / (1 + 2 * alpha * energy)
        can_emit = energy >= 1.0
        trace[k] = energy.mean()
        if k >= burn:
            v_sum += vx
            e_sum += trace[k]
            low_count += particles - np.count_nonzero(can_emit)
            low_v += vx[~can_emit].sum()
            for i, level in enumerate(levels):
                above[i] += np.count_nonzero(energy > level)
        absorb = occ * w(energy + hop)
        inelastic = absorb + (occ + 1) * can_emit * w(
            np.maximum(energy - hop, 0.0))
        total = inelastic
        if elastic > 0.0:
            total = inelastic + elastic * (2 * occ + 1) * w(energy)
        clipped += np.count_nonzero(total > total_rate * (1 + 1e-9))
        draw = total_rate * rng.random(particles)
        absorbed = draw < absorb
        emitted = (draw < inelastic) & ~absorbed
        energy = energy + absorbed - 1.0 * emitted
        hit = draw < total
        p2 = 2 * energy * (1 + alpha * energy)
        cosine = rng.uniform(-1, 1, particles)
        px = np.where(hit, np.sqrt(p2) * cosine, px)
        pt2 = np.where(hit, p2 * (1 - cosine**2), pt2)
    kept = events - burn
    samples = kept * particles
    assert clipped < 1e-3 * events * particles
    return SimpleNamespace(
        v=v_sum.mean() / kept,
        err=v_sum.std() / kept / np.sqrt(particles),
        energy=e_sum / kept, p_low=low_count / samples,
        v_low=low_v / samples, above=above / samples, trace=trace,
        last_energy=energy.mean(), rate=total_rate)


def saturation_factor(s):
    """C(s) for a rate growing as E**s in three dimensions."""
    x = 3 / (4 * s)
    return np.sqrt(4 * s / 3) * np.exp(gammaln(x + 0.5) - gammaln(x))


# ---- Silicon-like example: rough typical inputs and round parameters ----
phonon_ev, temperature = 0.063, 300.0
m_long, m_trans = 0.92, 0.19
coupling_rate = 1.0e13            # 1/s, w(E) at E = hbar*omega
field_mv_cm = 0.1
alpha_per_ev, elastic_ratio = 0.5, 0.5
density_cm3, gap_ev = 1.0e18, 1.12

q, m0 = const.e, const.m_e
m_cond = 3 / (1 / m_long + 2 / m_trans)
mass = m_cond * m0
quantum = phonon_ev * q
theta = const.k * temperature / quantum
occ = bose(theta)
spread = 2 * occ + 1
v_unit = np.sqrt(quantum / mass) * 100          # cm/s
force_unit = coupling_rate * np.sqrt(mass * quantum)   # N


def v_sat(mass_ratio, kelvin):
    """Balance formula in cm/s."""
    return 100 * np.sqrt(quantum / (mass_ratio * m0)
                         * np.tanh(quantum / (2 * const.k * kelvin)))


v_s = v_sat(m_cond, temperature)
critical_field = force_unit * np.sqrt(spread) / q * 1e-8   # MV/cm

# ---- Test: velocity at the field where hot electrons neither heat nor cool
hot_checks = []
for red_temp in (theta, 1.0):
    n_hot = bose(red_temp)
    setup = dict(start=30.0, particles=600000, events=2, burn=0)
    f_lo, f_hi = 0.8, 2.0
    gain_lo = simulate(f_lo, n_hot, **setup).last_energy - 30.0
    gain_hi = simulate(f_hi, n_hot, **setup).last_energy - 30.0
    assert gain_lo < 0 < gain_hi
    f_zero = np.sqrt(f_lo**2 - gain_lo * (f_hi**2 - f_lo**2)
                     / (gain_hi - gain_lo))
    v_zero = simulate(f_zero, n_hot, **setup).v
    v_formula = np.sqrt(np.tanh(0.5 / red_temp))
    f_formula = np.sqrt(1 / np.tanh(0.5 / red_temp))
    # statistical error of the simulation is about one per cent
    assert abs(v_zero / v_formula - 1) < 0.04
    assert abs(f_zero / f_formula - 1) < 0.04
    hot_checks.append((red_temp, f_zero, f_formula, v_zero, v_formula))

# ---- Test: balances with cold electrons, and power-law tail, below F_c ----
f_c = np.sqrt(spread)
below = simulate(0.7 * f_c, occ, particles=4000, events=5000, burn=1000,
                 levels=(20.0, 80.0))
momentum_loss = spread * below.v - (occ + 1) * below.v_low
power_in = 0.7 * f_c * below.v
power_out = 1 - (occ + 1) * below.p_low
assert abs(momentum_loss / (0.7 * f_c) - 1) < 0.02
assert abs(power_in - power_out) < 0.02
tail_measured = -np.log(below.above[1] / below.above[0]) / np.log(4.0)
tail_formula = 1.5 * (1 / 0.7**2 - 1)
# finite energies shift the local slope by several per cent
assert abs(tail_measured - tail_formula) < 0.25

# ---- Test: runaway above F_c ----
away = simulate(1.3 * f_c, occ, particles=6000, events=1000, burn=0)
growth = (away.trace[-1] - away.trace[499]) * away.rate / 500
growth_formula = 1.3**2 - 1
# a few cold electrons remain, and the ensemble noise is some per cent
assert abs(growth / growth_formula - 1) < 0.12

# ---- Test: C(s) against the integral for the current ----
y = np.linspace(-30, 60, 200001)
e_grid = np.exp(y)
for s in (0.05, 0.25, 0.5, 1.0):
    a_coef = 1.5 * spread                        # unit force
    f = np.exp(-a_coef * e_grid**(2 * s) / (2 * s))
    current = np.sum(np.sqrt(e_grid) * (2 * e_grid / 3)
                     / (spread * e_grid**s) * (-np.gradient(f, y)))
    number = np.sum(np.sqrt(e_grid) * f * e_grid)
    assert abs(current / number * np.sqrt(spread)
               / saturation_factor(s) - 1) < 1e-4
assert abs(saturation_factor(1e-3) - 1) < 1e-3
assert abs(saturation_factor(0.5) - np.sqrt(8 / (3 * np.pi))) < 1e-12

# ---- Test: simulated saturation for growing rates ----
force = field_mv_cm * 1e8 * q / force_unit
te = 2 * force**2 / (3 * spread)                 # hot temperature / quantum
v_red = 1 / np.sqrt(spread)
dos = dict(s=0.5, final_state=True)
at_field = simulate(force, occ, cap=16 * te, start=1.5 * te,
                    particles=2500, events=2500, burn=600,
                    levels=(gap_ev / phonon_ev,), **dos)
at_triple = simulate(3 * force, occ, cap=144 * te, start=13.5 * te,
                     particles=4000, events=4000, burn=1000, **dos)
c_half = saturation_factor(0.5)
assert abs(at_triple.v / v_red / c_half - 1) < 0.04
assert abs(at_field.v / v_red / c_half - 1) < 0.15   # finite-energy terms
sigma = 40.0
linear = simulate(sigma * np.sqrt(1.5 * spread), occ, s=1.0, cap=5 * sigma,
                  start=0.74 * sigma, particles=4000, events=4000, burn=1000)
assert abs(linear.v / v_red / saturation_factor(1.0) - 1) < 0.04
with_elastic = simulate(3 * force, occ, elastic=elastic_ratio, cap=96 * te,
                        start=9 * te, particles=4000, events=3000, burn=800,
                        **dos)
elastic_formula = c_half / np.sqrt(1 + elastic_ratio)
assert abs(with_elastic.v / v_red / elastic_formula - 1) < 0.04

# ---- Neglected effects for the example's own numbers ----
small = dict(particles=2500, events=2500, burn=600, start=te,
             cap=16 * te, levels=(gap_ev / phonon_ev,), **dos)
alpha_red = alpha_per_ev * phonon_ev
nonpar = simulate(force, occ, alpha=alpha_red, **small)
both = simulate(force, occ, alpha=alpha_red, elastic=elastic_ratio, **small)
assert both.v < nonpar.v < at_field.v
m_dos = 6**(2 / 3) * (m_long * m_trans**2)**(1 / 3) * m0
hot_joule = 2 / 3 * nonpar.energy * quantum
states = 2 * (2 * np.pi * m_dos * hot_joule / const.h**2)**1.5 * 1e-6
heating_length = nonpar.energy * phonon_ev / (field_mv_cm * 1e8) * 1e9

print(f"Phonon energy: {phonon_ev:.3f} eV")
print(f"Lattice temperature: {temperature:.0f} K")
print(f"Longitudinal, transverse mass: {m_long:.2f}, {m_trans:.2f} m0")
print(f"Conductivity mass: {m_cond:.3f} m0")
print(f"Coupling rate at E = phonon energy: {coupling_rate:.1e} 1/s")
print(f"Field: {field_mv_cm:.2f} MV/cm")
print(f"kT/(phonon energy): {theta:.4f}")
print(f"Phonon occupation N: {occ:.4f}")
print(f"2N+1: {spread:.4f}")
print(f"tanh(phonon energy/2kT): {1 / spread:.4f}")
print(f"sqrt(phonon energy/m): {v_unit:.3e} cm/s")
print(f"Balance velocity v_s: {v_s:.3e} cm/s")
print(f"Critical field F_c at constant rate: {critical_field:.4f} MV/cm")
for s in (0.05, 0.25, 0.5, 1.0):
    print(f"C(s) at s = {s:.2f}: {saturation_factor(s):.4f}")
print(f"C(1/2)*v_s: {c_half * v_s:.3e} cm/s")
print("Zero net heating, reduced units (simulated / formula):")
for t_r, f_m, f_f, v_m, v_f in hot_checks:
    print(f"  kT = {t_r:.3f}: force {f_m:.3f} / {f_f:.3f}, "
          f"velocity {v_m:.3f} / {v_f:.3f}")
print("Constant rate, F = 0.7 F_c:")
print(f"  velocity/v_s: {below.v / v_red:.3f}")
print(f"  fraction below phonon energy: {below.p_low:.3f}")
print(f"  momentum loss/force: {momentum_loss / (0.7 * f_c):.4f}")
print(f"  power in, out (phonon energy*W): {power_in:.4f}, {power_out:.4f}")
print(f"  tail exponent of P(>E), simulated: {tail_measured:.2f}")
print(f"  tail exponent of P(>E), formula: {tail_formula:.2f}")
print("Constant rate, F = 1.3 F_c, energy growth (phonon energy*W):")
print(f"  simulated {growth:.3f}, formula {growth_formula:.3f}")
print("Growing rate, simulated velocity/v_s (standard error):")
print(f"  s = 1/2, {field_mv_cm:.1f} MV/cm: {at_field.v / v_red:.3f} "
      f"({at_field.err / v_red:.3f})")
print(f"  s = 1/2, {3 * field_mv_cm:.1f} MV/cm: {at_triple.v / v_red:.3f} "
      f"({at_triple.err / v_red:.3f})")
print(f"  s = 1: {linear.v / v_red:.3f} ({linear.err / v_red:.3f})")
print(f"  s = 1/2 with elastic ratio {elastic_ratio:.1f}: "
      f"{with_elastic.v / v_red:.3f} ({with_elastic.err / v_red:.3f}), "
      f"formula {elastic_formula:.3f}")
print(f"Silicon example at {field_mv_cm:.1f} MV/cm, simulated:")
print(f"  parabolic: {at_field.v * v_unit:.2e} cm/s, "
      f"mean energy {at_field.energy * phonon_ev:.2f} eV")
print(f"  non-parabolic ({alpha_per_ev:.1f} 1/eV): "
      f"{nonpar.v * v_unit:.2e} cm/s, "
      f"mean energy {nonpar.energy * phonon_ev:.2f} eV")
print(f"  non-parabolic and elastic: {both.v * v_unit:.2e} cm/s, "
      f"mean energy {both.energy * phonon_ev:.2f} eV")
print(f"  fraction above {gap_ev:.2f} eV, parabolic: {at_field.above[0]:.1e}")
print(f"  fraction above {gap_ev:.2f} eV, non-parabolic: "
      f"{nonpar.above[0]:.1e}")
print(f"v_s with transverse mass: {v_sat(m_trans, temperature):.2e} cm/s")
print(f"v_s with longitudinal mass: {v_sat(m_long, temperature):.2e} cm/s")
print(f"v_s at 250 K: {v_sat(m_cond, 250.0):.3e} cm/s")
print(f"v_s at 400 K: {v_sat(m_cond, 400.0):.3e} cm/s")
print(f"Band-edge occupancy at {density_cm3:.0e} cm^-3, hot: "
      f"{density_cm3 / states:.1e}")
print(f"Shortest heating distance, mean energy/(eF): {heating_length:.0f} nm")
print("success")
```

It prints:

```
Phonon energy: 0.063 eV
Lattice temperature: 300 K
Longitudinal, transverse mass: 0.92, 0.19 m0
Conductivity mass: 0.258 m0
Coupling rate at E = phonon energy: 1.0e+13 1/s
Field: 0.10 MV/cm
kT/(phonon energy): 0.4103
Phonon occupation N: 0.0958
2N+1: 1.1916
tanh(phonon energy/2kT): 0.8392
sqrt(phonon energy/m): 2.071e+07 cm/s
Balance velocity v_s: 1.897e+07 cm/s
Critical field F_c at constant rate: 0.0332 MV/cm
C(s) at s = 0.05: 0.9917
C(s) at s = 0.25: 0.9594
C(s) at s = 0.50: 0.9213
C(s) at s = 1.00: 0.8541
C(1/2)*v_s: 1.748e+07 cm/s
Zero net heating, reduced units (simulated / formula):
  kT = 0.410: force 1.091 / 1.092, velocity 0.927 / 0.916
  kT = 1.000: force 1.466 / 1.471, velocity 0.687 / 0.680
Constant rate, F = 0.7 F_c:
  velocity/v_s: 0.848
  fraction below phonon energy: 0.371
  momentum loss/force: 1.0009
  power in, out (phonon energy*W): 0.5933, 0.5939
  tail exponent of P(>E), simulated: 1.38
  tail exponent of P(>E), formula: 1.56
Constant rate, F = 1.3 F_c, energy growth (phonon energy*W):
  simulated 0.692, formula 0.690
Growing rate, simulated velocity/v_s (standard error):
  s = 1/2, 0.1 MV/cm: 0.890 (0.002)
  s = 1/2, 0.3 MV/cm: 0.921 (0.003)
  s = 1: 0.852 (0.002)
  s = 1/2 with elastic ratio 0.5: 0.752 (0.003), formula 0.752
Silicon example at 0.1 MV/cm, simulated:
  parabolic: 1.69e+07 cm/s, mean energy 0.65 eV
  non-parabolic (0.5 1/eV): 1.33e+07 cm/s, mean energy 0.27 eV
  non-parabolic and elastic: 1.06e+07 cm/s, mean energy 0.22 eV
  fraction above 1.12 eV, parabolic: 1.7e-01
  fraction above 1.12 eV, non-parabolic: 7.3e-05
v_s with transverse mass: 2.21e+07 cm/s
v_s with longitudinal mass: 1.01e+07 cm/s
v_s at 250 K: 1.963e+07 cm/s
v_s at 400 K: 1.761e+07 cm/s
Band-edge occupancy at 1e+18 cm^-3, hot: 2.0e-03
Shortest heating distance, mean energy/(eF): 27 nm
success
```
